# Anodic-film thickness from one ellipsometric pair by a quadratic

## Definitions and conventions

A flat, uniform, isotropic film of thickness $d$ and index $N_1$ lies between a transparent ambient $N_0$ and a thick substrate $N_2$. Light of vacuum wavelength $\lambda$ arrives at angle $\phi$ from the normal. All indices are known. The data are one pair $(\psi,\Delta)$, equivalent to

$$\rho=\tan\psi\,e^{i\Delta}=\frac{r_p}{r_s},$$

where $r_p,r_s$ are the total reflection amplitudes.

The time factor is $e^{+i\omega t}$, so an absorbing medium has $N=n-ik$ with $k\ge0$. With $k_0=2\pi/\lambda$, the normal component of the wavevector in medium $j$ is $k_0q_j$, where

$$q_j=\sqrt{N_j^2-N_0^2\sin^2\phi},\qquad \mathrm{Im}\,q_j\le0 .$$

A downgoing wave varies as $e^{-ik_0q_jz}$ and decays in an absorber. The unknown is the round-trip phase factor

$$X=e^{-2ik_0q_1d}.$$

The film is taken as transparent, with real $q_1>0$, until the section on absorption. Lengths are in nm.

## From field matching to a quadratic

For s light, $E$ and $dE/dz$ are continuous at an interface. For p light, $H$ and $N^{-2}dH/dz$ are. Put $g_j=q_j$ for s and $g_j=q_j/N_j^2$ for p. A unit wave going from medium $i$ to $j$ then obeys

$$1+r=t,\qquad g_i(1-r)=g_jt .$$

Eliminating $t$ gives $r_{ij}=(g_i-g_j)/(g_i+g_j)$, or

$$r_{ij,s}=\frac{q_i-q_j}{q_i+q_j},\qquad r_{ij,p}=\frac{N_j^2q_i-N_i^2q_j}{N_j^2q_i+N_i^2q_j}.$$

The p amplitude refers to the magnetic field. At normal incidence $q_j=N_j$, so $r_p=-r_s$ and $\Delta=180^\circ$. An instrument with another sign convention needs its $\Delta$ converted first.

Let $F$ be the downgoing amplitude just below the top surface. It consists of transmitted light and of light that has returned from the substrate and been reflected down again:

$$F=t_{01}+r_{10}r_{12}XF .$$

The matching equations give $r_{10}=-r_{01}$, $t_{01}=1+r_{01}$ and $t_{10}=1-r_{01}$. Hence $F=t_{01}/(1+r_{01}r_{12}X)$, and

$$r=r_{01}+t_{10}r_{12}XF
=\frac{r_{01}(1+r_{01}r_{12}X)+(1-r_{01}^2)r_{12}X}{1+r_{01}r_{12}X}
=\frac{r_{01}+r_{12}X}{1+r_{01}r_{12}X}.$$

Write $a=r_{01,p}$, $b=r_{12,p}$, $c=r_{01,s}$, $d_s=r_{12,s}$. Then

$$\rho=\frac{(a+bX)(1+cd_sX)}{(1+abX)(c+d_sX)}=\frac{n_0+n_1X+n_2X^2}{m_0+m_1X+m_2X^2},$$

with, on multiplying out,

$$n_0=a,\quad n_1=b+acd_s,\quad n_2=bcd_s,$$
$$m_0=c,\quad m_1=d_s+abc,\quad m_2=abd_s .$$

Multiplying by the denominator $M(X)=m_0+m_1X+m_2X^2$ and collecting powers gives $AX^2+BX+C=0$, where

$$A=\rho m_2-n_2=bd_s(\rho a-c),$$
$$B=\rho m_1-n_1=\rho(d_s+abc)-(b+acd_s),$$
$$C=\rho m_0-n_0=\rho c-a .$$

A root reproduces $\rho$ provided $M(X)\ne0$. On the unit circle $1+abX$ cannot vanish when $|ab|<1$, and $c+d_sX=0$ would mean $r_s=0$, where $\rho$ is unusable.

## Root selection and the list of thicknesses

For real $q_1$ and $d$, $|X|=1$. The root that meets this condition gives

$$d_0=\frac{(-\arg X)\bmod 2\pi}{2k_0q_1},\qquad d_m=d_0+mD,\qquad D=\frac{\pi}{k_0q_1}=\frac{\lambda}{2q_1}.$$

Adding $D$ multiplies $X$ by $e^{-2\pi i}=1$, so one pair cannot distinguish these thicknesses. This periodic ambiguity is separate from the choice between the two roots.

The product of the roots is $C/A$. If the physical root has modulus one, the other has modulus $|C/A|$, which measures how well the two are separated.

### When both roots pass

The false root $Y$ gives the same $\rho$ as the true root $X$. Cross-multiplying the two fractions and grouping terms gives

$$(n_1m_0-n_0m_1)(X-Y)+(n_2m_0-n_0m_2)(X^2-Y^2)+(n_2m_1-n_1m_2)XY(X-Y)=0.$$

Division by $X-Y$ leaves

$$E_{01}+E_{02}(X+Y)+E_{12}XY=0,\qquad Y=-\frac{E_{01}+E_{02}X}{E_{02}+E_{12}X},$$

$$E_{01}=c(b+acd_s)-a(d_s+abc)=bc(1-a^2)-ad_s(1-c^2),$$
$$E_{02}=bc^2d_s-a^2bd_s=bd_s(c^2-a^2),$$
$$E_{12}=bd_s[c(d_s+abc)-a(b+acd_s)]=bd_s[cd_s(1-a^2)-ab(1-c^2)].$$

The false root is therefore known in advance for every thickness. It also has modulus one when $|E_{01}+E_{02}X|^2=|E_{02}+E_{12}X|^2$. With $|X|=1$, $|E_{02}|^2$ cancels on expansion, leaving

$$2\,\mathrm{Re}(GX)=|E_{12}|^2-|E_{01}|^2,\qquad G=E_{01}^*E_{02}-E_{02}^*E_{12}.$$

The left side is $2|G|\cos(\arg X+\arg G)$. For $G\neq0$ there are two solutions if the right side is smaller in size than $2|G|$, and none if it is larger. The relation between $X$ and $Y$ is symmetric, so the partner of a solution is also a solution. Two distinct solutions $X_1,X_2$ must be partners of each other. If each were its own partner, both would be double roots, with $E_{02}/E_{12}=-(X_1+X_2)/2$ and $E_{01}/E_{12}=X_1X_2$, and this gives $G=0$ on the unit circle. Thus the $\psi$–$\Delta$ curve has at most one pair of distinct thicknesses per period that share a point, unless $G$ and the right side both vanish.

A crossing does occur for a film of index 2.0 between water (1.33) and air (1.0) at $25^\circ$ and 632.8 nm. Thicknesses of 51.97 and 112.87 nm both give $\psi=35.417^\circ$, $\Delta=180^\circ$. All coefficients are real here, so replacing $X$ by $X^*$ turns $\rho$ into $\rho^*$. A shared point with $Y=X^*$ needs real $\rho$, and the two thicknesses add up to $D=164.84$ nm. No modulus test can choose between them.

The degenerate case is a lossless, totally reflecting substrate, with $|b|=|d_s|=1$. Put $u=bX$, so $|u|=1$. Since $a$ is real, $|a+u|=|u|\,|1+au^*|=|1+au|$, hence $|r_p|=1$; likewise $|r_s|=1$. As $X$ goes once round the circle, the phases of $r_p$ and $r_s$ each advance by one turn, because $|a|,|c|<1$. Their difference $\Delta$ returns to its start without a net turn. It runs out and back, and passes each intermediate value at least twice; the quadratic allows no more than two. Both roots then lie on the circle at every thickness. Good metals approach this case, so the root separation must be evaluated for them.

## Pseudocode

```
input: psi, Delta, lambda, phi, N0, N1, N2,
       tol, dmin, dmax            # transparent film
q_j  = sqrt(N_j^2 - (N0 sin phi)^2), Im q_j <= 0
a,b  = p coefficients of upper, lower interface
c,ds = s coefficients of upper, lower interface
rho  = tan(psi) exp(i Delta)
A = b ds (rho a - c)
B = rho (ds + a b c) - (b + a c ds)
C = rho c - a
if A, B, C all negligible: stop, no information
R = sqrt(B^2 - 4 A C)
if Re(conj(B) R) < 0: R = -R
S = -(B + R)/2
roots = {S/A, C/S}     # omit S/A if A = 0;
                       # if S = 0, X = 0: reject
D = lambda/(2 q1)
for each root X with | |X| - 1 | < tol:
    d0 = ((-arg X) mod 2 pi) D/(2 pi)
    for m = ceil((dmin-d0)/D) .. floor((dmax-d0)/D):
        report d0 + m D, m, |X|
if no root passed: report inconsistent data or model
if both passed: report both families
```

The sign of $R$ is chosen so that $B$ and $R$ reinforce each other. The root $S/A$ is then free of cancellation in the sum, and the second follows from the product $C/A$. When $A=0$, $S=-B$ and $C/S=-C/B$ is the remaining finite root.

For a nearly bare surface, noise can turn a small positive thickness into a small negative one, which the modulo operation sends to just below $D$. Setting `dmin` slightly below zero lets the loop report it at $m=-1$ as well.

The cost per pair is fixed: one complex square root, a few trigonometric functions and some complex arithmetic, plus a multiplication and an addition per listed order. The coefficients and $D$ are computed once for a series at fixed wavelength, angle and indices.

## Error propagation and lost information

Differentiating $\rho M(X)-n_0-n_1X-n_2X^2=0$ gives

$$M(X)\,\delta\rho+(2AX+B)\,\delta X=0 .$$

Since $B=-A(X+Y)$, the last bracket is $A(X-Y)$, and

$$\delta X=-\frac{M(X)\,\delta\rho}{A(X-Y)},\qquad
\delta\rho=\rho\left(\frac{2\,\delta\psi}{\sin2\psi}+i\,\delta\Delta\right),$$

with angles in radians. From $\delta X/X=-2ik_0q_1\,\delta d$ for a change along the circle, the reported thickness changes by

$$\delta d=-\frac{\mathrm{Im}(\delta X/X)}{2k_0q_1},$$

while $\mathrm{Re}(\delta X/X)$ moves the root off the circle. The linear estimate diverges at a double root, $X=Y$.

In four limits the thickness drops out:

- If $N_1=N_0$, then $a=c=0$ and $\rho=b/d_s$ for every $X$.
- If $N_1=N_2$, then $b=d_s=0$ and $\rho=a/c$.
- At normal incidence $a=-c$ and $b=-d_s$, so $\rho=-1$.
- At grazing incidence $q_0\to0$, so $a=c=-1$ and $\rho=1$.

In each case $A$, $B$ and $C$ all vanish for consistent data. As a limit is approached the coefficients shrink, and the linear estimate of the thickness error caused by given angular errors grows without bound. The actual error of the reduced thickness cannot exceed $D/2$; once it becomes a sizeable part of that, the pair no longer fixes $d$.

## Worked example: barrier oxide on aluminium

The film was formed at 260 V and is measured in air at $\lambda=632.8$ nm and $\phi=70^\circ$. Rough typical indices are $N_1=1.65$ and $N_2=1.4-7.6i$. A synthetic film of 340 nm supplies the data, $\psi=49.96^\circ$ and $\Delta=187.27^\circ$, rounded to $0.01^\circ$.

First, $q_1=\sqrt{1.65^2-\sin^2 70^\circ}=1.35627$, so $D=632.8/(2\times1.35627)=233.286$ nm. The coefficients are

$$a=-0.18585,\quad b=0.79999-0.44155i,$$
$$c=-0.59722,\quad d_s=-0.88740+0.31392i .$$

The pair gives $\rho=-1.18050-0.15060i$. For instance,

$$C=\rho c-a=(0.70502+0.08994i)+0.18585=0.89087+0.08994i,$$

and similarly $A=-0.48454+0.50906i$, $B=0.28116+0.21425i$. The roots are

$$X=-0.96444-0.26425i,\quad |X|=0.99998,$$
$$Y=1.01944+0.76420i,\quad |Y|=1.27407 .$$

The first is selected. Its argument is $-164.677^\circ$, so

$$d_0=\frac{164.677}{360}\times233.2863=106.714\ \mathrm{nm}.$$

The list continues with 340.000 and 573.286 nm. Ignoring the modulus of $Y$ would have given a false family starting at 209.403 nm.

The formation voltage chooses the order. A rough forming field of 7.5 MV/cm gives $260/(7.5\times10^6)$ cm $=346.7$ nm. A ten per cent uncertainty in the field gives the window 315.2 to 385.2 nm. This is narrower than $D$, so it can hold at most one member of the family, and it holds 340.0 nm, or 3400 Å. The first three orders would imply fields of 24.4, 7.65 and 4.54 MV/cm.

A second angle is another way to choose. At $60^\circ$ the three candidates predict $\Delta=191.79^\circ$, $210.54^\circ$ and $222.70^\circ$, because $q_1$, and with it the period, depends on angle.

### Precision and root separation

At 340 nm the slopes are $-0.0162$ nm per degree of $\psi$ and $0.1992$ nm per degree of $\Delta$. Errors of $0.02^\circ$ and $0.05^\circ$, with magnitudes added, give

$$0.02\times0.0162+0.05\times0.1992=0.010\ \mathrm{nm}.$$

The same errors give up to 0.456 nm elsewhere in the period, the worst place being near $d=61$ nm. Precision at one thickness cannot be carried over to another.

Over the period the modulus of the rejected root runs from 1.094 to 1.278, and is nearest to one at about 221 nm. The self-crossing criterion finds no crossing here. A scan in air at $50^\circ,60^\circ,70^\circ,80^\circ$ covered film indices 1.4 to 2.6 and substrates with $n=0.5$ to 4 and $k=1$ to 8. None of its 1280 cases had a crossing. This does not exclude crossings between the grid points, and the absence of a crossing does not guarantee a comfortable separation: in the closest case the rejected modulus came within 0.03 of one. For a silver-like substrate, $0.06-4.2i$, under the film of this example at $70^\circ$, it lies between 1.012 and 1.032 over the period. Errors of $0.02^\circ$ in $\psi$ and $0.05^\circ$ in $\Delta$ can then make the modulus test choose the wrong root at about 4% of thicknesses, and errors of $0.1^\circ$ and $0.2^\circ$ at about a fifth of them. These fractions count every thickness at which some choice of signs does so; for one fixed pair of signs they are about 2% and 8 to 13%.

## Absorbing films

With complex $q_1$, $|X|=1$ no longer holds. Taking the logarithm of $X$ with all its branches gives

$$d_m=\frac{i\ln X+2\pi m}{2k_0q_1}.$$

The physical thickness must be real, so both roots and all orders are tested for a vanishing imaginary part. Write $q_1=q'-iq''$. Neighbouring orders differ by $\pi/(k_0q_1)$, whose imaginary part is

$$\frac{\pi}{k_0}\frac{q''}{|q_1|^2}\approx D\,\frac{q''}{q'},\qquad D\approx\frac{\pi}{k_0q'} .$$

Known absorption therefore lifts the periodic ambiguity, if this step exceeds the errors. For the example with film $k=0.01$ and data rounded to $0.01^\circ$, the first root gives

$$106.735-2.093i,\quad 340.000-0.001i,\quad 573.264+2.092i\ \mathrm{nm}.$$

The middle order is selected. The other root has imaginary parts of at least 19.66 nm in these orders.

The absorption itself must be known well enough. If the true $q''$ is larger than the assumed one by a fraction $f$, the logarithm yields, apart from changes in the interface coefficients,

$$\hat d=d\,\frac{q'-i(1+f)q''}{q'-iq''}\approx d-i f d\,\frac{q''}{q'}.$$

The correct order stays nearest to real while $|f|d<D/2$. Here that means $|f|<233/(2\times340)\approx0.34$; with the changes in the interface coefficients included, the limit is about 0.33. For $k=0.001$ the step falls to about 0.2 nm, and an error of 0.1 in the real part of the metal index is then enough to select a neighbouring order.

## Model errors in a real oxide

The field, 7.65 MV/cm, and the growth of $340/260=1.31$ nm/V are of the usual size for barrier alumina. Real films may contain electrolyte anions in their outer part, their index depends on preparation, and their surfaces are not perfectly flat. A porous anodic film needs a different optical model. The table gives the result of feeding altered data to the unaltered inversion. In each row one feature is changed and the total oxide is kept at 340 nm.

| True condition | Shift (nm) | Chosen modulus |
|---|---:|---:|
| film index 1.66 | +3.22 | 0.9988 |
| metal index $1.5-7.4i$ | +0.23 | 0.9935 |
| angle $70.05^\circ$ | −0.04 | 0.9998 |
| film $k=0.001$ | −0.01 | 0.9914 |
| outer 40% at 1.63, inner at 1.66 | −0.09 | 1.0022 |
| 2 nm rough layer, half void | −0.16 | 1.0000 |

The rough layer is a symmetric effective-medium mixture and contains 1 nm of oxide. Among these changes the film index matters most at 340 nm. At fixed phase $q_1d$ is constant, and $\delta q_1=N_1\delta N_1/q_1$, so the recovered thickness is too large by

$$d\,\frac{N_1\,\delta N_1}{q_1^2}=340\times\frac{1.65\times0.01}{1.8395}\approx3.0\ \mathrm{nm}.$$

The rest of the 3.22 nm comes through the interface coefficients. An index uncertain by 0.01 thus limits this thickness to about one per cent, far coarser than the angular errors at 340 nm suggest. The small shift for the layered film is special to this thickness: with the same indices and the same 40:60 division, a film of 296 nm gives a root about 6.4 nm too thick, with modulus 1.058. The two roots exchange roles close to this thickness: at 295.4 nm the root nearest the true phase is instead about 6.7 nm too thin.

The selected root was the right one in all six rows; the rejected modulus stayed above 1.26. A tolerance of 0.02 on $||X|-1|$ would accept every chosen root in the table and stay below the smallest separation, 0.094, found over the period of the nominal model. This holds at 340 nm. At other thicknesses in the period the same changes can move the modulus of the physical root by several hundredths, and a tolerance of 0.02 then sometimes rejects both roots. Taking the root nearer to the circle instead is usually right, but not guaranteed. The tolerance must therefore be set for the thickness range, metal and angle in use.

## What the modulus does not reveal

A modulus near one is necessary for the transparent model but does not certify the input. The largest thickness error in the table moves it by just 0.0012. Reversing the sign of $\Delta$ in the example gives root moduli 1.0015 and 1.2722, so the wrong convention also passes a tolerance of 0.02. A bare sample can settle the sign: in the convention used here the metal alone gives $\psi=41.94^\circ$, $\Delta=143.73^\circ$, and the reversed convention would give $216.27^\circ$. A native oxide of 2 to 4 nm lowers the $\Delta$ of $143.73^\circ$ by about 3 to 7 degrees, which leaves the sign clear.

## Numerical tests

Reflection data were generated by solving the linear equations for continuous tangential fields, without the interface coefficients or the closed film formula. For 200 random transparent films up to three periods thick, on absorbing substrates at $50^\circ$ to $80^\circ$, the true thickness appeared in the list with a largest error of $1.1\times10^{-13}$ nm. The partner formula agreed with the second root of the quadratic in all of them. A geometric count of self-crossings gave none for the aluminium example and one for the water–film–air case, as the criterion predicts. The error slopes agreed with repeated inversion of slightly shifted angles. These tests establish the inversion within its model; the table above shows how far the model can move the answer. The numerical output follows.

## Computed results

```
random films: worst thickness error 1.1e-13 nm
wavelength 632.8 nm, angle 70.0 deg, film n 1.65, metal N (1.4-7.6j)
q1 = 1.35627, period D = 233.286 nm
a=r01p = -0.18585+0.00000j
b=r12p = 0.79999-0.44155j
c=r01s = -0.59722+0.00000j
ds=r12s = -0.88740+0.31392j
bare metal: psi 41.94 deg, Delta 143.73 deg
input pair: psi 49.96 deg, Delta 187.27 deg, rho = -1.18050-0.15060j
A, B, C = -0.48454+0.50906j, 0.28116+0.21425j, 0.89087+0.08994j
chosen root -0.96444-0.26425j, modulus 0.99998, arg -164.677 deg, reduced d 106.714 nm
rejected root 1.01944+0.76420j, modulus 1.27407, arg 36.856 deg, reduced d 209.403 nm
m=0: d 106.714 nm, field 24.36 MV/cm, at 60 deg psi 47.34, Delta 191.79 deg
m=1: d 340.000 nm, field 7.65 MV/cm, at 60 deg psi 46.49, Delta 210.54 deg
m=2: d 573.286 nm, field 4.54 MV/cm, at 60 deg psi 45.58, Delta 222.70 deg
gauge: 260 V at 7.5 MV/cm -> 346.7 nm, window 315.2 to 385.2 nm
kept 340.000 nm = 3400.00 angstrom (true 340.0 nm)
slopes: -0.0162 nm/deg psi, 0.1992 nm/deg Delta; rounding bound 0.0011 nm
error for 0.02 deg psi, 0.05 deg Delta: 0.010 nm; worst in period 0.456 nm at d 61.4 nm
rejected-root modulus over period: 1.0937 to 1.2775, nearest to 1 at d 220.7 nm
wrong sign of Delta: root moduli 1.0015, 1.2722
self-crossings counted: oxide on Al 0, film 2.0 between water and air 1
water/film/air, 25 deg: D 164.84 nm, d 51.97 and 112.87 nm share psi 35.417, Delta 180.000 deg
metal-like scan: 0 self-crossing cases of 1280
lossless metal N=-7.6i: largest deviation of partner modulus from 1: 6.7e-16
absorbing film k=0.01: exact data give d 340.0000 nm
  rounded data, root 1, m=0,1,2: 106.735-2.093j; 340.000-0.001j; 573.264+2.092j nm
  rounded data, root 2, m=0,1,2: 209.154+19.664j; 442.418+21.757j; 675.683+23.849j nm
neglected effect: thickness shift, chosen and rejected modulus
  film index 1.66: +3.224 nm, 0.9988, 1.2696
  metal index 1.5-7.4i: +0.225 nm, 0.9935, 1.2960
  angle 70.05 deg: -0.043 nm, 0.9998, 1.2748
  film k = 0.001: -0.005 nm, 0.9914, 1.3040
  outer 40% n=1.63, inner n=1.66: -0.094 nm, 1.0022, 1.2667
  2 nm half-void rough layer: -0.164 nm, 1.0000, 1.2742
```
